**Cutoff errors of a one-dimensional dimer at two bond lengths**

The program tests the high-cutoff law δE ≈ K(G_c)(n₁ + n₂), with K = 4A²/(5πa²tG_c⁵). Here n₁ and n₂ are the electron densities at the nuclei, A and a are the depth and range of the core well, t = ħ²/2m, and G_c is the cutoff wavevector. Reference energies and nuclear densities come from real-space spectral elements, and the actual errors from plane-wave diagonalization. The program asserts that the law holds within 4% for the total energies at N = 300, and that the error of the difference agrees with the tail sum within 15% of K times the combined magnitudes of the core and valence density changes. It also asserts that the missing high-G kinetic energy comes mainly from near the nuclei, and that a core excitation has an error more than five times that of bond stretching. In the output, the nuclear density changes by −0.15% on stretching, and the ratio of difference error to total error is −0.18% at N = 300. The stretching energy settles within 10 meV at about 921 eV, and the short-bond total energy at about 5280 eV.

## Check in Python

```python
# RESULT UNDER TEST
# The plane-wave cutoff error of a total energy is, at high cutoff,
#     K(Gc) * (sum of electron densities at the nuclei),
#     K(Gc) = 4 A^2 / (5 pi a^2 t Gc^5),   t = hbar^2 / (2 m),
# so the error of an energy difference between two bond lengths keeps only
# the small change of the nuclear densities (plus a small off-site term).
# Model: 6 non-interacting electrons in 3 orbitals of a 1D periodic dimer,
# each nucleus with v(x) = -A exp(-|x|/a) - B exp(-x^2/(2 b^2)).
# L: cell length; N: largest plane-wave index; Gc = 2 pi (N + 1/2) / L.
# Energies in eV, lengths in nm.
import numpy as np
from numpy.polynomial.legendre import Legendre
from scipy.linalg import eigh, toeplitz
from scipy import constants as const

t = const.hbar**2 / (2 * const.m_e) / const.e * 1e18
A, a, B, b, L = 200.0, 0.02, 20.0, 0.05, 2.0
bonds = (0.15, 0.20)


def real_space_solution(R, p):
    """Spectral elements of degree p; returns energies and psi at nuclei."""
    P = Legendre.basis(p)
    z = np.concatenate(([-1.0], np.sort(np.real(P.deriv().roots())), [1.0]))
    Pz = P(z)
    w = 2 / (p * (p + 1) * Pz**2)
    gap = z[:, None] - z[None, :] + np.eye(p + 1)
    D = Pz[:, None] / Pz[None, :] / gap
    np.fill_diagonal(D, 0.0)
    D[0, 0], D[p, p] = -p * (p + 1) / 4, p * (p + 1) / 4
    stiff = D.T @ (w[:, None] * D)
    edges = np.concatenate((np.linspace(-L/2, -R/2, 13)[:-1],
                            np.linspace(-R/2, R/2, 5)[:-1],
                            np.linspace(R/2, L/2, 13)))
    size = p * (len(edges) - 1)
    H, mass, x = np.zeros((size, size)), np.zeros(size), np.zeros(size)
    for k in range(len(edges) - 1):
        h = edges[k + 1] - edges[k]
        idx = (k * p + np.arange(p + 1)) % size
        H[np.ix_(idx, idx)] += t * stiff * 2 / h
        mass[idx] += w * h / 2
        x[idx[:-1]] = edges[k] + (z[:-1] + 1) * h / 2
    V = np.zeros(size)
    for image in range(-2, 3):
        for nucleus in (-R/2, R/2):
            d = np.abs(x - nucleus - image * L)
            V -= A * np.exp(-d / a) + B * np.exp(-d**2 / (2 * b**2))
    root = np.sqrt(mass)
    H = H / np.outer(root, root) + np.diag(V)
    energy, vec = eigh(H, subset_by_index=[0, 2])
    psi = vec / root[:, None]
    return energy, psi[[12 * p, 16 * p], :]


def plane_wave_matrix(R, N):
    q = 2 * np.pi * np.arange(2 * N + 1) / L
    v = (-2 * A * a / (1 + (q * a)**2)
         - B * b * np.sqrt(2 * np.pi) * np.exp(-(q * b)**2 / 2))
    G = 2 * np.pi * np.arange(-N, N + 1) / L
    return toeplitz(v * 2 * np.cos(q * R / 2) / L) + np.diag(t * G**2)


def plane_wave_levels(R, N):
    return eigh(plane_wave_matrix(R, N), eigvals_only=True,
                subset_by_index=[0, 2])


def edge(N):
    return 2 * np.pi * (N + 0.5) / L


def cutoff_energy(N):
    return t * edge(N)**2


def K(N):
    return 4 * A**2 / (5 * np.pi * a**2 * t * edge(N)**5)


def tail_sum_error(R, N, psi_nuc):
    """Leading error including the oscillating off-site term."""
    G = 2 * np.pi * np.arange(N + 1, 40 * N) / L
    onsite = 2 * np.sum(psi_nuc**2)
    offsite = 2 * np.sum(psi_nuc[0] * psi_nuc[1])
    terms = (onsite + 2 * offsite * np.cos(G * R)) / G**6
    return 4 * A**2 / (a**2 * t * L) * 2 * np.sum(terms)


# Reference energies and nuclear densities, without plane waves
levels, nuclear = [], []
for R in bonds:
    e_fine, psi_fine = real_space_solution(R, 16)
    e_coarse, _ = real_space_solution(R, 14)
    assert 2 * abs(np.sum(e_fine - e_coarse)) < 5e-9
    levels.append(e_fine)
    nuclear.append(psi_fine)
exact = np.array([2 * np.sum(e) for e in levels])
stretch = exact[1] - exact[0]
core_n = np.array([2 * np.sum(f[:, :2]**2) for f in nuclear])
val_n = np.array([2 * np.sum(f[:, 2]**2) for f in nuclear])
all_n = core_n + val_n
off_core = [2 * np.sum(f[0, :2] * f[1, :2]) for f in nuclear]
off_val = [2 * f[0, 2] * f[1, 2] for f in nuclear]

print(f"hbar^2/(2m) = {t:.6f} eV nm^2")
print(f"core well: A = {A:.0f} eV, a = {a:.2f} nm")
print(f"valence well: B = {B:.0f} eV, b = {b:.2f} nm; cell L = {L:.1f} nm")
for i, R in enumerate(bonds):
    print(f"bond {R:.2f} nm: levels = "
          + ", ".join(f"{e:.4f}" for e in levels[i]) + " eV")
    print(f"  exact total energy = {exact[i]:.6f} eV")
    print(f"  summed nuclear density: core {core_n[i]:.4f}, "
          f"valence {val_n[i]:.4f}, all {all_n[i]:.4f} nm^-1")
    print(f"  off-site density matrix: core {off_core[i]:.5f}, "
          f"valence {off_val[i]:.5f} nm^-1")
print(f"exact stretching energy = {stretch:.6f} eV "
      f"= {stretch * const.e:.4e} J")
d_core, d_val = core_n[1] - core_n[0], val_n[1] - val_n[0]
print(f"change of nuclear density on stretching: core {d_core:.4f}, "
      f"valence {d_val:.4f}, all {d_core + d_val:.4f} nm^-1")
print(f"relative change of nuclear density = "
      f"{(d_core + d_val) / all_n[0]:.3e}")

# Actual plane-wave errors
error = {}
print("N, Ecut/eV, error short/meV, error long/meV, "
      "error of difference/meV, difference/short")
for N in (40, 60, 100, 150, 300):
    error[N] = np.array([2 * np.sum(plane_wave_levels(R, N))
                         for R in bonds]) - exact
    diff = error[N][1] - error[N][0]
    assert np.all(error[N] > 0)
    if N >= 60:
        assert abs(diff) < 0.1 * error[N][0]
    print(f"{N}, {cutoff_energy(N):.1f}, {1e3*error[N][0]:.5g}, "
          f"{1e3*error[N][1]:.5g}, {1e3*diff:.4g}, {diff/error[N][0]:.3e}")

# Nuclear-density law for total energies: corrections fall with cutoff
for N in (100, 300):
    ratio = error[N] / (K(N) * all_n)
    print(f"N = {N}: K = {K(N):.4e} eV nm; actual/predicted total error "
          f"= {ratio[0]:.4f} (short), {ratio[1]:.4f} (long)")
    if N == 100:
        low_ratio = ratio
assert np.all(np.abs(ratio - 1) < 0.04)
assert np.all(np.abs(ratio - 1) < np.abs(low_ratio - 1))
power = (np.log(error[300][0] / error[150][0])
         / np.log(cutoff_energy(300) / cutoff_energy(150)))
print(f"power of Ecut in total error, N = 150 to 300: {power:.4f}")
assert abs(power + 2.5) < 0.1

# Law for the difference. Core and valence changes may oppose each other,
# so the tolerance is relative to their separate sizes.
N = 300
predicted = [tail_sum_error(R, N, f) for R, f in zip(bonds, nuclear)]
pred_diff = predicted[1] - predicted[0]
true_diff = error[N][1] - error[N][0]
scale = K(N) * (abs(d_core) + abs(d_val))
print(f"N = {N}: error of difference = {1e3*true_diff:.4e} meV; "
      f"tail sum predicts {1e3*pred_diff:.4e} meV")
print(f"  on-site density change alone predicts "
      f"{1e3*K(N)*(d_core+d_val):.4e} meV")
assert abs(true_diff - pred_diff) < 0.15 * scale

# Missing part of converged orbitals, and where in space it originates
N_ref, N_cut, R = 300, 100, bonds[0]
H = plane_wave_matrix(R, N_ref)
eps, c = eigh(H, subset_by_index=[0, 2])
n = np.arange(-N_ref, N_ref + 1)
Q = c * (np.abs(n) > N_cut)[:, None]
lost = np.sum(Q**2, axis=0)
excess = np.sum(Q * (H @ Q), axis=0) - eps * lost
missing_energy = 2 * np.sum(excess / (1 - lost))
G = 2 * np.pi * n / L
missing_kinetic = 2 * np.sum(t * G[:, None]**2 * Q**2)
print(f"N = {N_cut}, short bond: missing-part energy = "
      f"{1e3*missing_energy:.4f} meV; its kinetic part = "
      f"{1e3*missing_kinetic:.4f} meV")
print(f"  electrons' missing norm = {2*np.sum(lost):.4e}")
assert abs(missing_energy / error[N_cut][0] - 1) < 0.05

M, s = 2048, 0.02
spectrum = np.zeros((M, 3), complex)
spectrum[n % M] = c
psi = np.fft.ifft(spectrum, axis=0) * M / np.sqrt(L)
x = np.arange(M) * L / M
window = np.zeros(M)
for nucleus in (-R/2, R/2):
    d = (x - nucleus + L/2) % L - L/2
    u = d**2 / (2 * s**2)
    window += (1 + u + u**2 / 2) * np.exp(-u)
k = np.fft.fftfreq(M, 1 / M)


def high_kinetic(f):
    coef = np.fft.fft(f, axis=0) * np.sqrt(L) / M
    weight = t * (2 * np.pi * k / L)**2 * (np.abs(k) > N_cut)
    return 2 * np.sum(weight[:, None] * np.abs(coef)**2)


inside = high_kinetic(window[:, None] * psi) / high_kinetic(psi)
outer_psi = (1 - window)[:, None] * psi
outside = high_kinetic(outer_psi) / high_kinetic(psi)
outer_norm = 2 * np.sum(np.abs(outer_psi)**2) * L / M
half = np.interp(-0.5, -(1 + u + u**2/2)[np.argsort(u)]
                 * np.exp(-np.sort(u)) * -1 * -1, np.sort(np.abs(d)))
print(f"window parameter s = {s:.2f} nm; half height at {half:.4f} nm")
print(f"high-G kinetic energy relative to full orbital: near nuclei "
      f"{inside:.5f}, remainder {outside:.3e}")
print(f"  norm of remainder = {outer_norm:.4f} electrons")
assert abs(inside - 1) < 0.15 and outside < 0.05 and outer_norm > 0.5

# Control: an energy difference that removes a core electron
level_error = plane_wave_levels(R, N_cut) - levels[0]
excitation_error = level_error[2] - level_error[1]
bond_error = error[N_cut][1] - error[N_cut][0]
print(f"N = {N_cut}: core-to-valence excitation error = "
      f"{1e3*excitation_error:.4f} meV; stretching error = "
      f"{1e3*bond_error:.4f} meV")
assert abs(excitation_error) > 5 * abs(bond_error)

# Cutoff beyond which every scanned error stays within the tolerance
tolerance = 0.010
scan = np.arange(20, 171)
scan_error = np.array([[2 * np.sum(plane_wave_levels(R, N)) for R in bonds]
                       for N in scan]) - exact


def settled(values):
    bad = np.flatnonzero(np.abs(values) > tolerance)
    return scan[bad[-1] + 1] if len(bad) else scan[0]


N_total = settled(scan_error[:, 0])
N_diff = settled(scan_error[:, 1] - scan_error[:, 0])
gain = cutoff_energy(N_total) / cutoff_energy(N_diff)
print(f"tolerance = {1e3*tolerance:.0f} meV, scan N = {scan[0]} "
      f"to {scan[-1]}")
print(f"total energy settled at N = {N_total}, "
      f"Ecut = {cutoff_energy(N_total):.1f} eV")
print(f"stretching energy settled at N = {N_diff}, "
      f"Ecut = {cutoff_energy(N_diff):.1f} eV")
print(f"ratio of these cutoff energies = {gain:.3f}")
assert gain > 2
print("no test failed")
```

Printed output:

```
hbar^2/(2m) = 0.038100 eV nm^2
core well: A = 200 eV, a = 0.02 nm
valence well: B = 20 eV, b = 0.05 nm; cell L = 2.0 nm
bond 0.15 nm: levels = -102.5650, -101.8633, -18.8555 eV
  exact total energy = -446.567653 eV
  summed nuclear density: core 94.6961, valence 0.5624, all 95.2585 nm^-1
  off-site density matrix: core -0.51505, valence 0.28122 nm^-1
bond 0.20 nm: levels = -101.7036, -101.6500, -15.0071 eV
  exact total energy = -436.721402 eV
  summed nuclear density: core 95.0147, valence 0.1033, all 95.1181 nm^-1
  off-site density matrix: core -0.05553, valence 0.05167 nm^-1
exact stretching energy = 9.846251 eV = 1.5775e-18 J
change of nuclear density on stretching: core 0.3186, valence -0.4591, all -0.1405 nm^-1
relative change of nuclear density = -1.475e-03
N, Ecut/eV, error short/meV, error long/meV, error of difference/meV, difference/short
40, 616.8, 2315.6, 2328.7, 13.09, 5.651e-03
60, 1376.4, 324.03, 320.64, -3.393, -1.047e-02
100, 3798.0, 22.956, 22.849, -0.1073, -4.672e-03
150, 8517.2, 2.8629, 2.854, -0.008866, -3.097e-03
300, 33955.6, 0.086244, 0.086088, -0.0001562, -1.811e-03
N = 100: K = 2.1303e-04 eV nm; actual/predicted total error = 1.1312 (short), 1.1276 (long)
N = 300: K = 8.9134e-07 eV nm; actual/predicted total error = 1.0157 (short), 1.0154 (long)
power of Ecut in total error, N = 150 to 300: -2.5325
N = 300: error of difference = -1.5623e-04 meV; tail sum predicts -1.2230e-04 meV
  on-site density change alone predicts -1.2522e-04 meV
N = 100, short bond: missing-part energy = 22.8735 meV; its kinetic part = 22.9985 meV
  electrons' missing norm = 4.3844e-06
window parameter s = 0.02 nm; half height at 0.0463 nm
high-G kinetic energy relative to full orbital: near nuclei 1.05767, remainder 1.436e-03
  norm of remainder = 0.8636 electrons
N = 100: core-to-valence excitation error = -5.3999 meV; stretching error = -0.1073 meV
tolerance = 10 meV, scan N = 20 to 170
total energy settled at N = 118, Ecut = 5280.3 eV
stretching energy settled at N = 49, Ecut = 921.4 eV
ratio of these cutoff energies = 5.731
no test failed
```
